# Splitting of the 2σg Ionization Line of N2 by ADC(2)-x

Removing an electron from the $2\sigma_g$ orbital of N2 should, by its Hartree-Fock orbital energy, cost 39.9 eV and give one line. A calculation that lets the remaining electrons respond gives three sizeable lines instead, at 28.8, 36.2 and 39.7 eV, with 13, 48 and 19 % of the strength. The $3\sigma_g$ orbital of the same molecule keeps 89 % in one line. Why does one orbital break up while another survives, and how can a calculation of modest size show it?

The free molecule is treated here with fixed nuclei, 110 pm apart, in the cc-pVTZ basis with the 1s orbitals frozen.

## What the naive scheme leaves out

Let $|\Psi\rangle$ be the normalized neutral ground state with energy $E_0$, and $|n\rangle$ an ion state with energy $E_0+E_n$, so that ionization energies are positive. If the photoelectron leaves suddenly, orbital $p$ contributes to line $n$ the strength

$$w_{pn}=|\langle n|a_p|\Psi\rangle|^2,\qquad \sum_n w_{pn}=\langle\Psi|a_p^\dagger a_p|\Psi\rangle .$$

The sum follows from completeness of the ion states and equals the occupation of $p$. Measured intensities also contain dipole matrix elements and vibrations, which are omitted. As a measure of splitting take

$$N_{\rm eff}=\frac{(\sum_n w_{pn})^2}{\sum_n w_{pn}^2},$$

which is 1 for one line and $N$ for $N$ equal lines. I call an orbital split when $N_{\rm eff}\ge2$; the threshold is a convention.

In the naive scheme $|\Psi\rangle$ is the Hartree-Fock determinant $|0\rangle$ and the ion is $a_i|0\rangle$, with energy $-\epsilon_i$. There is one line by construction. The ion also has two-hole-one-particle (2h1p) states $a_a^\dagger a_ka_l|0\rangle$, in which a second electron is excited. Here $i,j,k,l,m,n$ denote occupied and $a,b$ empty spin orbitals; $p,q,r,s$ are unrestricted. All orbitals are real.

The obvious repair diagonalizes the Hamiltonian in the 1h and 2h1p determinants. It is unbalanced: the ion is lowered by mixing, while the neutral molecule stays uncorrelated. The pair correlation lost with the removed electron is missing. The cure is to apply the same operators to the correlated ground state and expand the resulting matrix in the residual repulsion. This is the algebraic diagrammatic construction (ADC) in its non-Dyson form.

## The one-hole block

With canonical orbitals,

$$H=E_{\rm HF}+\sum_p\epsilon_p\{a_p^\dagger a_p\}+V,\quad V=\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\{a_p^\dagger a_q^\dagger a_sa_r\}.$$

Braces mean normal order relative to $|0\rangle$, and $\langle pq\|rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle$ contains the repulsion $e^2/(4\pi\varepsilon_0r_{12})$. To first order the ground state gains double excitations,

$$|\Psi_1\rangle=\tfrac14\sum t_{ij}^{ab}a_a^\dagger a_b^\dagger a_ja_i|0\rangle,\quad t_{ik}^{ab}=\frac{\langle ab\|ik\rangle}{D_i},\quad D_i=\epsilon_i+\epsilon_k-\epsilon_a-\epsilon_b<0 .$$

The labels $k,a,b$ of $D_i$ are understood.

The states $a_i|\Psi\rangle$ are not orthonormal. Their overlap is $S_{ij}=\langle\Psi|a_i^\dagger a_j|\Psi\rangle=\delta_{ij}-\langle\Psi|a_ja_i^\dagger|\Psi\rangle$. Since $a_i^\dagger|0\rangle=0$, the last term needs $|\Psi_1\rangle$ on both sides:

$$S_{ij}=\delta_{ij}+\rho_{ij},\qquad \rho_{ij}=-\tfrac12\sum_{kab}t_{ik}^{ab}t_{jk}^{ab}.$$

The half avoids counting $ab$ and $ba$ twice.

For the energy use $(H-E_0)a_j|\Psi\rangle=[H,a_j]|\Psi\rangle$. The one-body part gives $-\epsilon_ja_j$. In $V$, either creator can be contracted with $a_j$; antisymmetry makes the two results equal, so

$$[H,a_j]=-\epsilon_ja_j+R_j,\qquad R_j=-\tfrac12\sum_{qrs}\langle jq\|rs\rangle\{a_q^\dagger a_sa_r\}.$$

$R_j$ is already first order. In $\langle\Psi|a_i^\dagger R_j|\Psi\rangle$ the determinant on both sides gives zero, because $R_j$ is normal ordered. With $\langle\Psi_1|$ on the left, $a_i^\dagger R_j|0\rangle$ is at most singly excited and has no overlap. With $|\Psi_1\rangle$ on the right, $r,s$ must remove the two particles and $q$ must fill a hole. Since $\langle0|a_i^\dagger a_k^\dagger a_ba_a|\Psi_1\rangle=t_{ik}^{ab}$ and $\langle jk\|ab\rangle=D_jt_{jk}^{ab}$,

$$\langle\Psi|a_i^\dagger R_j|\Psi\rangle=-\tfrac12\sum_{kab}D_j\,t_{ik}^{ab}t_{jk}^{ab}.$$

Adding $-\epsilon_jS_{ij}$ and using $\epsilon_j-D_j=\epsilon_a+\epsilon_b-\epsilon_k$,

$$I_{ij}=-\epsilon_j\delta_{ij}+\tfrac12\sum_{kab}(\epsilon_a+\epsilon_b-\epsilon_k)t_{ik}^{ab}t_{jk}^{ab},$$

which is symmetric, as it must be. Symmetric orthonormalization gives $M_{11}=S^{-1/2}IS^{-1/2}$ with $S^{-1/2}=1-\rho/2$. To second order this adds $\tfrac12(\epsilon_i+\epsilon_j)\rho_{ij}$. The bracket multiplying $\tfrac12t_{ik}^{ab}t_{jk}^{ab}$ becomes $\epsilon_a+\epsilon_b-\epsilon_k-\tfrac12(\epsilon_i+\epsilon_j)=-\tfrac12(D_i+D_j)$. Therefore

$$M_{ij}=-\epsilon_i\delta_{ij}-\tfrac14\sum_{kab}\langle ik\|ab\rangle\langle jk\|ab\rangle\left(\frac1{D_i}+\frac1{D_j}\right).$$

The diagonal correction is positive because $D_i<0$: removing an electron also removes its correlation with the others. For $2\sigma_g$ the hole energy rises from 39.94 to 41.30 eV, by about 1.4 eV. This is the contribution missing from the unbalanced scheme.

## Coupling and satellites

Write $C_J=a_a^\dagger a_ka_l$. The 2h1p states are $C_J|\Psi\rangle$, projected against the 1h class and then orthonormalized. Neither operation matters at first order. In $\langle\Psi|a_i^\dagger C_J|\Psi\rangle$, $|\Psi_1\rangle$ on the right fails because $a_a^\dagger$ gives zero on $\langle0|$; on the left, a double excitation meets a single one. Overlaps within the 2h1p class also have no first-order part, since $C_J|\Psi_1\rangle$ is too highly excited to meet $C_{J'}|0\rangle$.

The first-order coupling is thus $\langle0|C_J^\dagger R_j|0\rangle$. In $R_j|0\rangle$ the surviving terms are $-\tfrac12\sum_{a,mn}\langle ja\|mn\rangle a_a^\dagger a_na_m|0\rangle$. The choices $(n,m)=(k,l)$ and $(l,k)$ contribute $-\tfrac12\langle ja\|lk\rangle$ and $+\tfrac12\langle ja\|kl\rangle$, which are equal. Hence

$$M_{j,akl}=\langle ja\|kl\rangle=-\langle kl\|aj\rangle .$$

Between 2h1p states the zeroth-order energy is $\epsilon_a-\epsilon_k-\epsilon_l$. The first-order part is $\langle0|C_J^\dagger VC_{J'}|0\rangle$; the other half of the commutator, $C_{J'}V|0\rangle$, is again too highly excited. Let $C_{J'}=a_b^\dagger a_ma_n$.

Two parts of $V$ act. The hole-hole part is $\tfrac14\sum\langle pq\|rs\rangle a_sa_ra_p^\dagger a_q^\dagger$ with all labels occupied. It fills $m,n$ in two ways, with opposite signs, leaving $-\tfrac12\sum_{rs}\langle mn\|rs\rangle a_sa_r$. Projection on $a_ka_l$ again gives two equal terms, whose sum is $\langle mn\|kl\rangle$.

The particle-hole part comes from four equal assignments of labels, which cancel the quarter. Normal ordering the hole pair supplies a minus sign:

$$V_{ph}=-\sum\langle aq\|br\rangle a_a^\dagger a_b\,a_ra_q^\dagger .$$

It replaces particle $b$ by $a$ and hole $q$ by $r$. Replacing $n$ leaves $a_ma_r$, and replacing $m$ leaves $a_ra_n$. Comparing each with $a_ka_l$, including the sign of an exchange, gives

$$\begin{aligned}M_{akl,bmn}={}&(\epsilon_a-\epsilon_k-\epsilon_l)\delta_{JJ'}+\delta_{ab}\langle kl\|mn\rangle\\&-\delta_{km}\langle an\|bl\rangle-\delta_{ln}\langle am\|bk\rangle\\&+\delta_{kn}\langle am\|bl\rangle+\delta_{lm}\langle an\|bk\rangle .\end{aligned}$$

Holes repel each other, while the direct part of the particle-hole terms is attractive. Keeping these interactions defines ADC(2)-x; dropping them gives strict ADC(2).

For a well-separated main line both variants are correct through second order. A satellite acts on it through (coupling)²/(energy gap), which is second order already, so a first-order error in the satellite energy enters at third. For the satellites themselves the difference is that between zeroth and first order.

The orders of ADC(2)-x were tested on a four-orbital model with random repulsion, solved in full Fock space with the intermediate states built from their definition. Halving the interaction reduced the errors of the 1h block and of main-line energies and strengths with powers close to 3, and those of the other two blocks with powers close to 2.

## Strengths and a conserved centroid

The orthonormal 1h states are $|\tilde i\rangle=\sum_ja_j|\Psi\rangle(S^{-1/2})_{ji}$. Inverting this gives $a_p|\Psi\rangle=\sum_i|\tilde i\rangle(S^{1/2})_{ip}$ for occupied $p$. The 2h1p states were made orthogonal to this class, so they carry no direct amplitude. With eigenvector components $Y_{in}$,

$$w_{pn}=\Big(\sum_if_{pi}Y_{in}\Big)^2,\qquad f=S^{1/2}\simeq1+\tfrac12\rho .$$

A satellite is therefore visible in this channel by borrowing 1h character.

Completeness of the eigenvectors gives $\sum_nY_{in}E_nY_{jn}=M_{ij}$, and hence $\sum_nw_{pn}E_n=(fM_{11}f)_{pp}$. Coupling to satellites redistributes strength but cannot move its centroid. For $2\sigma_g$ the centroid, which is this sum divided by the total strength, is 41.30 eV. It equals the uncoupled hole energy at this precision because $f$ is nearly diagonal, so that its diagonal element cancels in the ratio. The total strength is 0.990.

## When a line breaks

Diagonalize the satellite block alone, with energies $e_s$ and coupling vectors $c_s$ to the holes. For a 1h part $Y$ and satellite components $z_s$ the eigenvalue equations are

$$M_{11}Y+\sum_sc_sz_s=EY,\qquad c_s\!\cdot Y+e_sz_s=Ez_s .$$

The second gives $z_s=c_s\!\cdot Y/(E-e_s)$. Inserting it in the first, and writing $y$ for the unit vector along $Y$,

$$\Big[M_{11}+\sum_s\frac{c_sc_s^T}{E-e_s}\Big]y=Ey,\qquad |Y|^2=\Big[1+\sum_s\frac{(c_s\!\cdot y)^2}{(E-e_s)^2}\Big]^{-1}.$$

The second relation is the normalization $|Y|^2+\sum_sz_s^2=1$. If the distance from the line to a satellite is no larger than their coupling $|c_s\!\cdot y|$, the one-hole weight $|Y|^2$ is at most one half.

One hole and one satellite, with separation $\Delta$ and coupling $c$, make this quantitative. The two shares are $\tfrac12(1\pm\Delta/\sqrt{\Delta^2+4c^2})$. Their squares sum to $\tfrac12[1+\Delta^2/(\Delta^2+4c^2)]$, so

$$N_{\rm eff}=\frac{\Delta^2+4c^2}{\Delta^2+2c^2}.$$

Far from resonance this is $1+2c^2/\Delta^2$, a main line with a weak satellite. At resonance it is 2 for any nonzero $c$, however small. A single satellite can never give more than 2.

Within 10 eV of the $2\sigma_g$ hole, the most strongly coupled satellite lies at 38.03 eV with $c=1.94$ eV. Then $\Delta=41.30-38.03=3.27$ eV and $N_{\rm eff}=25.7/18.2=1.4$. The full matrix gives 3.5, more than any single satellite can produce. Satellites farther away also matter when their coupling is larger, and the line at 28.8 eV comes mainly from one of these, at 29.8 eV with $c=3.4$ eV. The estimate also understates the role of the 38.03 eV satellite, because the other satellites shift the hole: without it the main line lies at 37.3 eV, only 0.7 eV away and closer than the coupling. The lines at 36.2 and 39.7 eV are this near-resonant pair.

When both $\sigma_g$ holes and all satellites are kept, the folded equation reproduces the energy and strength of the strongest line, at 36.20 eV, as found from the full eigenvector. This agreement was tested.

## The resulting algorithm

1. Compute the orbitals and integrals, and build $M$ and $f$ for removal of a spin-up electron.
2. Find the sets of states connected by nonzero elements of $M$. Molecular symmetry makes these blocks small.
3. Diagonalize completely the block containing orbital $p$, and compute $w_{pn}$ and $N_{\rm eff}$. A search for a few lowest roots could miss most of an inner-valence spectrum.
4. For a split orbital, add the squared 2h1p components by hole pair and particle type. Remove a suspected family and diagonalize again.

With 5 occupied and 53 empty orbitals there are $10\times53$ satellites with two spin-up holes and $25\times53$ with opposite spins. Adding 5 holes gives dimension 1860. The $2\sigma_g$ block has dimension 271.

## Reading the spectrum

| orbital | $-\epsilon$ (eV) | strongest line (eV) | share | $N_{\rm eff}$ |
|---|---|---|---|---|
| $1\pi_u$ | 16.6 | 17.0 | 0.94 | 1.1 |
| $3\sigma_g$ | 17.2 | 14.8 | 0.89 | 1.3 |
| $2\sigma_u$ | 21.2 | 17.7 | 0.81 | 1.5 |
| $2\sigma_g$ | 39.9 | 36.2 | 0.48 | 3.5 |

By the chosen criterion $2\sigma_g$ alone is split. For the outer orbitals the one-line picture survives, though not the Hartree-Fock order: $3\sigma_g$ now ionizes before $1\pi_u$.

The three main $2\sigma_g$ lines hold $0.135+0.478+0.194=0.81$ of its strength. Their squared shares sum to 0.284, and the squares of the many small shares add little, so $N_{\rm eff}\simeq1/0.284=3.5$. The remaining fifth is spread thinly: the middle 90 % of the strength extends from 28.8 to 76 eV. This tail explains how the centroid can lie above all three main lines. The strongest line, 36.20 eV, corresponds to 5.80 aJ.

In all three lines the leading satellite family has holes in $1\pi_u$ and $2\sigma_u$ and a particle in a $\pi_g$ orbital. At 28.8 eV it makes up 81 % of the state, which is thus a satellite with borrowed strength. Deleting the family raises the largest share to 0.85 and lowers $N_{\rm eff}$ to 1.4.

A second control keeps every coupling but lifts all satellites by 27.2 eV. The largest share then rises to 0.93. That this control restores a line with more than 80 % of the strength was tested. Large couplings alone are therefore not enough for the break-up; the satellites must also lie close enough in energy for those couplings to act.

The interactions among satellites matter as well. Strict ADC(2) puts 73 % into one line at 35.0 eV, with $N_{\rm eff}=1.8$, and would miss the splitting by the criterion used here.

## How far to trust it

The order counting assumes that holes and satellites are well separated. In a split spectrum they are not, and a line with large satellite character inherits the first-order accuracy of the satellite energies. States with three holes and two particles are absent.

A full-CI calculation in the minimal STO-3G basis, again with frozen 1s orbitals, gives an independent comparison. It is complete within that small orbital space, but it does not describe the real molecule quantitatively. For $2\sigma_g$ it finds $N_{\rm eff}=2.5$ and a strongest line at 39.6 eV with share 0.56. ADC(2)-x in the same basis gives 2.6, 41.4 eV and 0.49. The splitting is confirmed there, but the 1.8 eV between the two strongest lines is not the error of one identified state. Both spectra have a second strong line within 3 eV of the strongest, above it in full CI and below it in ADC(2)-x, so the two strongest lines need not correspond. For $3\sigma_g$, which has one clear main line, the error is $-0.4$ eV.

The orbital basis matters too. Going from cc-pVDZ to cc-pVTZ moves the strongest line from 36.6 to 36.2 eV and $N_{\rm eff}$ from 3.1 to 3.5. A finite basis also turns any continuum of the doubly charged ion plus a second free electron into discrete lines, so the weak high-energy lines should be read as a coarse distribution. Which of these states can decay by emitting that second electron depends on the double-ionization threshold, which was not computed. The break-up of $2\sigma_g$ is therefore better established than the position of any one of its lines. The main values are in the numerical output below.

## Table of computed values

```
Error order in interaction strength (model, full Fock space):
  1h block: 3.04
  1h-2h1p coupling: 2.02
  2h1p block: 2.02
  amplitude matrix f: 3.05
  main-line energy: 3.00
  main-line strength: 3.11
N2 bond length: 110 pm; basis cc-pVTZ, 1s frozen
Matrix dimension: 1860
Orbital: -eps (eV), strongest line (eV), its share, N_eff
  2sigma_g: 39.94, 36.20, 0.478, 3.49
  2sigma_u: 21.18, 17.70, 0.810, 1.51
  3sigma_g: 17.20, 14.84, 0.885, 1.27
  1pi_u: 16.63, 17.01, 0.942, 1.13
Orbitals with N_eff >= 2: 2sigma_g
2sigma_g block dimension: 271; total strength: 0.9904
2sigma_g lines: energy (eV), share, leading 2h1p family, its weight
  28.79, 0.135, 1pi_u+2sigma_u -> pi_g, 0.81
  36.20, 0.478, 1pi_u+2sigma_u -> pi_g, 0.36
  39.71, 0.194, 1pi_u+2sigma_u -> pi_g, 0.46
  43.26, 0.023, 3sigma_g+3sigma_g -> sigma_g, 0.35
  44.06, 0.016, 1pi_u+1pi_u -> sigma_g, 0.88
  53.80, 0.021, 1pi_u+1pi_u -> E2g, 0.48
  58.83, 0.019, 2sigma_u+3sigma_g -> sigma_u, 0.32
  75.45, 0.023, 1pi_u+2sigma_g -> pi_u, 0.35
Middle 90 % of 2sigma_g strength: 28.79 to 75.89 eV
Lowest 2sigma_g line with share >= 0.02: 28.79 eV
2sigma_g centroid: 41.30 eV
Strongest 2sigma_g line: 5.800 aJ
Strongest-line strength, full / folded: 0.47328 / 0.47328
2sigma_g hole energy before coupling: 41.30 eV
Strongest satellites within 10 eV: energy (eV), coupling (eV)
  38.03, 1.94
  43.02, 1.05
  43.95, 0.87
Satellites lifted by 27.21 eV: largest share 0.926, N_eff 1.17
Without 1pi_u+2sigma_u -> pi_g: largest share 0.848, N_eff 1.39
2sigma_g comparison: strongest line (eV), share, N_eff
  strict ADC(2), cc-pVTZ: 35.00, 0.734, 1.79
  ADC(2)-x, cc-pVDZ: 36.61, 0.499, 3.11
STO-3G, 1s frozen: strongest line (eV), share, N_eff
  2sigma_g full CI: 39.56, 0.556, 2.54
  2sigma_g ADC(2)-x: 41.37, 0.488, 2.59
  3sigma_g full CI: 13.28, 0.939, 1.13
  3sigma_g ADC(2)-x: 12.85, 0.928, 1.16
2sigma_g occupation per spin, full CI / ADC: 0.9957 / 0.9961
```
